# When a metallic overlayer raises the resistance of a thin copper film

A metal layer deposited on a copper film adds a conducting path in parallel with it. It does not follow that the resistance falls, because the deposition also replaces the surface from which the copper electrons were reflected. In the model worked out here, a 10 nm copper film with a partly specular upper surface has a sheet resistance of 3.64 ohm per square. Covering it with 1 nm of a metal of resistivity 200 microohm cm, and thereby making that surface diffuse, raises the value to 4.53 ohm per square. The overlayer contributes 0.5 mS of sheet conductance, while the copper loses 55 mS.

The resistance rises when the conductance lost by the copper exceeds the conductance brought by the overlayer. The counter-example comes first, then the general condition, and then the reason why a metal can destroy specularity.

## The counter-example

**The transport equation.** Let the film occupy $0<z<d$, with an electric field $\mathcal E$ along $x$, in the film plane. Copper is described by free electrons with one mean free path $l$ for scattering inside the metal. An electron on the Fermi surface moves in the direction $\hat{\mathbf v}$, and $u=|\hat v_z|$. To first order in the field, write the distribution as

$$
f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\phi ,\qquad \phi=-e\mathcal E\,\hat v_x\,\Lambda .
$$

Here $\phi$ is the energy gained from the field and not yet lost by scattering, so $\Lambda$ is the length of path over which the gain is remembered. The steady Boltzmann equation is $v_z\,\partial_z\phi+v_F\phi/l=-e\mathcal E v_x$. Division by $-e\mathcal E v_x$ gives, along the direction of motion,

$$
\frac{d\Lambda}{ds}=1-\frac{\Lambda}{l},\qquad ds=\frac{|dz|}{u}. \tag{1}
$$

Far from any surface $\Lambda=l$.

**The current.** With $N$ the density of states at the Fermi energy for both spins, the current density is $e^2Nv_F\mathcal E\langle\hat v_x^2\Lambda\rangle$, averaged over directions. The azimuthal average of $\hat v_x^2$ is $(1-u^2)/2$. The average over $\hat v_z$ from $-1$ to $1$ brings another factor $1/2$. Separating upward and downward motion, the sheet conductance is

$$
G=\frac{3C}{4}\int_0^1(1-u^2)\int_0^d(\Lambda_\uparrow+\Lambda_\downarrow)\,dz\,du,
\qquad C=\frac{e^2Nv_F}{3}. \tag{2}
$$

Setting $\Lambda=l$ and using $\int_0^1(1-u^2)du=2/3$ gives $G=Cld$. Hence the bulk resistivity is $\rho=1/(Cl)$. For free electrons $N=mk_F/(\pi^2\hbar^2)$ and $v_F=\hbar k_F/m$, so

$$
\rho l=\frac1C=\frac{3\pi^2\hbar}{e^2k_F^2}.
$$

This product depends on the electron density alone. The rough values $8.5\times10^{28}\ \mathrm{m^{-3}}$ and $\rho=1.7$ microohm cm give $l=38.7$ nm, nearly four times the film thickness.

**The surfaces.** A surface of specularity $p$ reflects a fraction $p$ of the electrons with $\hat v_x$ unchanged. The rest leave in random directions and carry no net current. Thus $\Lambda_{\rm out}=p\,\Lambda_{\rm in}$, with $p$ taken independent of angle. In the example the lower surface is diffuse and the bare upper surface has $p=0.6$.

Upward electrons start with $\Lambda_\uparrow(0)=0$. Equation (1) gives

$$
\Lambda_\uparrow(z)=l\left(1-e^{-z/(lu)}\right),\qquad
\Lambda_\uparrow(d)=l(1-E),\qquad E=e^{-d/(lu)} .
$$

Downward electrons start with $\Lambda_\downarrow(d)=pl(1-E)$, so

$$
\Lambda_\downarrow(z)=l\left(1-e^{-(d-z)/(lu)}\right)+pl(1-E)e^{-(d-z)/(lu)} .
$$

The last term is all that specularity contributes. Since $\int_0^d e^{-(d-z)/(lu)}dz=lu(1-E)$, equation (2) becomes

$$
G(p)=G(0)+L,
$$

$$
G(0)=C\left[ld-\frac32l^2\int_0^1u(1-u^2)(1-E)\,du\right], \tag{3}
$$

$$
L=\frac34Cl^2p\int_0^1u(1-u^2)(1-E)^2\,du . \tag{4}
$$

One factor $1-E$ in (4) is the memory with which an electron reaches the upper surface. The other measures how much of it is spent inside the film after reflection.

**The numbers.** Without surface scattering the film would have $Cld=d/\rho=588.2$ mS, and therefore $Cl^2=588.2\times38.67/10=2275$ mS. The integrals in (3) and (4) are 0.1079 and 0.0537. Hence

$$
G(0)=588.2-1.5\times2275\times0.1079=220\ \mathrm{mS},
$$

$$
L=0.75\times2275\times0.6\times0.0537=55\ \mathrm{mS}.
$$

The bare film has $220+55=275$ mS, or 3.64 ohm per square.

Now add 1 nm of metal with resistivity $\rho_o=200$ microohm cm, which is 2000 ohm nm. Its parallel conductance is $t/\rho_o=1/2000$ S, or 0.5 mS. If the copper surface were unaffected, the resistance would fall slightly, from 3.636 to 3.629 ohm per square. If the surface becomes diffuse, the total is $220+0.5=220.5$ mS, or 4.53 ohm per square. The resistance rises by about 25%, with the copper thickness and its internal scattering held fixed.

## The general condition

Let the lower surface have specularity $q$, and let deposition change the upper specularity from $p$ to $p'$. Suppose first that the two metals conduct in parallel without exchanging electrons that carry current. The coated film has conductance $G(p')+t/\rho_o$, so its resistance is higher than that of the bare film if and only if

$$
L\equiv G(p)-G(p')>\frac{t}{\rho_o}. \tag{5}
$$

If the overlayer has a size effect of its own, its actual sheet conductance replaces $t/\rho_o$.

**Proof that lost specularity costs conductance.** The general solution of (1) is

$$
\Lambda_\uparrow=l\left(1-Ae^{-z/(lu)}\right),\qquad
\Lambda_\downarrow=l\left(1-Be^{-(d-z)/(lu)}\right).
$$

Let $a=1-AE$, so that $la$ is the value of $\Lambda$ arriving at the upper surface. The two boundary conditions are

$$
1-B=pa,\qquad 1-A=q(1-BE).
$$

The first gives $B=1-pa$. Inserted in the second, it gives $A=1-q+qE-pqEa$. Therefore

$$
a=1-AE=1-E+qE-qE^2+pqE^2a .
$$

The terms without $a$ on the right factor as $(1-E)(1+qE)$, so

$$
a=\frac{(1-E)(1+qE)}{1-pqE^2}. \tag{6}
$$

The depth integral of $\Lambda_\uparrow+\Lambda_\downarrow$ is $2ld-l^2u(1-E)(A+B)$, and

$$
A+B=2-q+qE-pa(1+qE)
=2-q+qE-\frac{p(1-E)(1+qE)^2}{1-pqE^2}.
$$

The first three terms do not contain $p$ and cancel when $G(p')$ is subtracted from $G(p)$. What remains is

$$
L=\frac34Cl^2\int_0^1u(1-u^2)(1-E)^2(1+qE)^2
\left[\frac{p}{1-pqE^2}-\frac{p'}{1-p'qE^2}\right]du. \tag{7}
$$

The derivative of $p/(1-pqE^2)$ with respect to $p$ is $1/(1-pqE^2)^2$, which is positive. The other factors are positive for $0<u<1$. Thus $L>0$ whenever $p'<p$, and $L<0$ whenever $p'>p$. This proves the sign of the surface term, and (5) decides whether it wins. $\square$

Direct numerical integration of (1), with repeated reflections, agrees with (7) to a relative error of $4\times10^{-8}$ or better for the three sets $(p,p',q)=(0.6,0,0)$, $(0.8,0.3,0.5)$ and $(0.4,0.1,0.7)$ at the thickness and mean free path of the example.

**Break-even values.** At fixed $p'$, the overlayer thickness that restores the original resistance is $t_*=\rho_oL$. In the example it is $2000\times0.055=110$ nm, eleven times the copper thickness. Beyond it the coated film conducts better than the bare one, since $t/\rho_o$ grows with $t$ while $L$ does not.

For $q=0$ the bracket in (7) reduces to $p-p'$. A specularity drop of $0.6\times0.5/54.98=0.0055$ is then enough to cancel the 0.5 mS of the 1 nm overlayer. This figure belongs to the model without electron exchange.

**The lower surface.** Raising $q$ to 0.5 raises $L$ from 55 to 88 mS. In (7) the factors $(1+qE)^2$ and $1/(1-pqE^2)$ both increase with $q$: electrons that survive reflection below bring more memory to the upper surface and can use it for longer afterwards.

**A thick film.** If $d\gg l$, then $E\to0$. Since $\int_0^1u(1-u^2)du=1/4$,

$$
L\to\frac{3}{16}Cl^2(p-p')=\frac{3l}{16\rho}(p-p').
$$

The absolute loss tends to a constant, while the film conductance $d/\rho$ grows. The fractional loss therefore vanishes as $l/d$. A thick film can still satisfy (5), but the rise in its resistance is small.

## Why a metal can destroy specularity

The example assumed $p'=0$ after deposition. A two-layer model shows how it can arise without any roughness at the interface. Let the overlayer have the same Fermi surface as copper but a shorter mean free path $l_2$, and let electrons cross the interface freely. Because $C$ is then common to both metals, $\rho_ol_2=\rho l$, which gives $l_2=0.33$ nm.

An electron enters with $\Lambda_{\rm in}$. Put $F=e^{-t/(l_2u)}$, and let the outer surface of the overlayer have specularity $r$. By (1), the value at the outer surface is

$$
\Lambda_t=l_2(1-F)+F\Lambda_{\rm in}.
$$

Reflection multiplies it by $r$, and the return trip gives

$$
\Lambda_{\rm return}=l_2(1-F)+rF\Lambda_t
=rF^2\Lambda_{\rm in}+l_2(1-F)(1+rF). \tag{8}
$$

The copper sees an effective specularity $rF^2$ and a source that is small compared with $\Lambda_{\rm in}$ when $l_2$ is much shorter than both $l$ and $d$. Even for a perfect outer surface, $r=1$, and for motion along the film normal, $F^2=0.0023$. Oblique electrons travel further in the overlayer and retain less. The electrons come back, but scattering inside the overlayer has erased what they had gained from the field in the copper.

**The current carried across the interface.** Exchange also adds a conductance $X$ that the parallel-resistor estimate leaves out. It can be found for an opaque overlayer, $F\to0$, by comparison with a copper film having $p'=0$ and an overlayer having its bulk conductance $t/\rho_o$.

- Electrons returning to the copper start with $l_2$ instead of zero. Their first crossing adds $l_2lu(1-E)$ to the depth integral of $\Lambda$. Reflection below, with amplitude $qEl_2$, adds $qE\,l_2lu(1-E)$.
- Electrons entering the overlayer have $\Lambda_{\rm in}=l(1-E)(1+qE)+qE^2l_2$. The first part is (6) with $p=0$, and the second is the returned source after one round trip through the copper. Relative to the bulk value $l_2$, they add $l_2u(\Lambda_{\rm in}-l_2)$.
- At the outer surface, downward electrons start with $rl_2$ instead of $l_2$. This removes $(1-r)l_2^2u$.

Summing these terms and using (2),

$$
X=\frac34Cl_2\int_0^1u(1-u^2)
\left[2l(1-E)(1+qE)-l_2(2-r-qE^2)\right]du. \tag{9}
$$

For this opaque overlayer the condition for a rise becomes $L>t/\rho_o+X$, with $p'=0$ in $L$.

In the example $q=r=0$. By comparison with (3), the first term of (9) is $(l_2/l)[Cld-G(0)]$, or $0.0085\times368.2=3.13$ mS. The second is $-\tfrac38Cl_2^2=-0.06$ mS. Their sum, 3.07 mS, is close to the 3.05 mS found by solving both layers numerically at $t=1$ nm, where $F$ is small but not zero.

The exchange correction is six times the overlayer's own parallel conductance, so it should not be dropped on the ground that the overlayer is a poor conductor. It is nevertheless only about 5.5% of $L$. The coated film has 4.47 ohm per square instead of 4.53, still 23% above the bare film. Making the outer surface perfectly specular changes this by about 0.001 ohm per square. The break-even thickness falls from 110 to 104 nm, and a numerical two-layer solution at the latter thickness, with $r=0$, reproduces the bare conductance within 0.1%.

## Overlayers that help, and one that does not

If the copper surface was diffuse before deposition, there is no specularity to lose. In the parallel model the same 1 nm overlayer then lowers the resistance by 0.23%. If deposition increases the specularity, $L$ is negative and both contributions lower the resistance.

An added nanometre of copper that keeps the outer specularity at 0.6 makes an 11 nm film of the same kind, and the resistance falls to 3.16 ohm per square. If the added copper has a diffuse outer surface, about 1.6 nm is needed merely to recover the resistance of the original film. High conductivity in the added metal is therefore not sufficient by itself.

An intermediate case is 1 nm of metal at 20 microohm cm, for which $l_2=3.3$ nm. Electrons can now cross the overlayer and return with part of their memory, so its outer surface matters. The two-layer model gives 4.18 ohm per square for $r=0$ and 3.80 for $r=1$. Both exceed 3.64, but the rise shrinks from 15% to 4%.

## The model beside a real film

The parameters are rough values for a clean epitaxial copper film near room temperature, capped with thin tantalum of high resistivity. The specularity 0.6 describes a good surface and depends strongly on preparation. With $p=0.2$ before coating, $L$ is 18 mS, still far above the combined 3.6 mS from parallel conduction and exchange. Interconnect copper usually has grain boundaries, which the example omits. If they or impurities halve $l$ at fixed electron density, $L$ falls to 28.5 mS. If $l$ varies as $1/T$, warming from 300 K to 400 K gives 43 mS. In the parallel model, $l$ would have to fall to 1.7 nm before $L$ matched the overlayer's 0.5 mS.

Copper's Fermi surface is not a sphere, and the effect of its shape on $L$ has not been calculated here. Within the spherical model, shortening $l$ by 10% at fixed bulk resistivity changes $L$ by about 2%, to 56 mS, but this does not represent a change of shape. Intermixing that removes one atomic layer of copper, 0.18 nm thick, would cost a further 6 mS and add to the rise. Tantalum does not share copper's Fermi surface, and a real interface reflects some electrons; the transparent interface is thus an idealisation, and in the example any specular part of that reflection would reduce the loss, while a diffuse part would remove some of the exchange gain. The two-layer model shows one way in which $p'$ can fall to nearly zero; it does not establish that this is the mechanism at a real copper–tantalum interface, where scattering at the interface itself may dominate. The value $l_2=0.33$ nm is comparable with atomic distances, where a semiclassical path is a rough description. Finally, the film has about 43 occupied subbands, which the model treats as a continuum; the resulting error in $G$ has not been calculated. The percentages above are therefore results of the model, not predictions for a particular sample.

For a thin, resistive cap on copper, the useful comparison is between the film's conductance before and after its surface is changed. The cap's bulk resistivity and thickness do not settle the sign without that information.

## Calculated quantities

```
Input electron density: 8.5e+28 m^-3
Input copper bulk resistivity: 1.7 microohm cm
Input overlayer resistivity: 200 microohm cm
Input copper thickness d: 10 nm
Input overlayer thickness t: 1 nm
Input bare upper specularity p: 0.6
Input coated upper specularity p': 0
Input lower specularity q: 0
Fermi wave number: 13.6 nm^-1
Resistivity times mean free path: 6.574e-16 ohm m^2
Copper mean free path l: 38.67 nm
d/l: 0.2586
Copper sheet conductance without surface loss: 588.2 mS
Bare film conductance: 275 mS
Film conductance with diffuse top: 220 mS
Specularity loss L: 54.98 mS
Overlayer parallel conductance: 0.5 mS
L / overlayer conductance: 110
Bare sheet resistance: 3.636 ohm/sq
Naive parallel sheet resistance: 3.629 ohm/sq
Coated sheet resistance: 4.534 ohm/sq
Coated resistance rise: 24.7 %
Break-even overlayer thickness: 110 nm
Break-even thickness with exchange: 103.8 nm
Break-even specularity drop: 0.00546
Extra diffuse-top copper to break even: 1.55 nm
Already diffuse film: resistance change on coating: -0.227 %
1 nm more copper, p kept: sheet resistance: 3.16 ohm/sq
Overlayer mean free path l2, matched model: 0.329 nm
Max returned specularity r F^2 (u=1, r=1): 0.00228
Exchange correction, r=0: 3.05 mS
Exchange correction / L: 5.55 %
Two-layer sheet resistance, r=0: 4.472 ohm/sq
Two-layer sheet resistance, r=1: 4.471 ohm/sq
Less resistive overlayer: resistivity: 20 microohm cm
Less resistive overlayer: mean free path: 3.29 nm
Less resistive overlayer: resistance, r=0: 4.181 ohm/sq
Less resistive overlayer: resistance, r=1: 3.795 ohm/sq
L at l x 0.75 (about 400 K if l ~ 1/T): 42.87 mS
L at l x 0.5 (grain or impurity scattering): 28.5 mS
Background mean free path where L = t/r_o: 1.71 nm
L at l x 0.9, bulk resistivity fixed: 55.97 mS
L with lower specularity 0.5: 88.37 mS
L with bare upper specularity 0.2: 18.33 mS
Copper atomic layer spacing (001): 0.181 nm
Conductance cost of one lost copper layer: 6.15 mS
Occupied subbands, k_F d/pi: 43.3
Largest relative error of film formula: 2.5e-08
Largest relative error of loss formula: 3.9e-08
```
